\section*{Mass polarization and the H⁻/D⁻ photodetachment threshold isotope shift}

\section{Problem}

The ions H$^-$ and D$^-$ are treated as three point charges: a nucleus of mass $M$ and charge $+e$, and two electrons of mass $m$. The forces are Coulomb forces, and relativity and radiative effects are left out. The electron affinity is $A=E(\text{atom},1s)-E(\text{ion},1\,^1S)$, and $A/h$ is the threshold frequency of photodetachment.

(a) Estimate $A_D-A_H$ by scaling the units of length and energy with the nuclear mass, given that the affinity for a clamped nucleus is $aE_h$ with $a\approx0.02775$.

(b) Compute $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ with Hylleraas functions, find its effect on $A_H$ and $A_D$, and give the isotope shift of the threshold.

(c) Compare the two results and say what limits the accuracy of (b).

Here $a_0=4\pi\epsilon_0\hbar^2/(me^2)$ and $E_h=\hbar^2/(ma_0^2)$, with $E_h/h=6\,579\,683.9$ GHz. The mass ratios are $M/m=1836.15267$ (H) and $3670.48297$ (D). Energies are quoted as $E/h$ in GHz.

\section{First estimate by scaling}

Let $\mathbf x_1,\mathbf x_2,\mathbf X$ be the laboratory positions of the electrons and the nucleus. Define $\mathbf r_i=\mathbf x_i-\mathbf X$, $M_t=M+2m$ and $\mathbf R=(m\mathbf x_1+m\mathbf x_2+M\mathbf X)/M_t$. The chain rule gives
\begin{equation}
\nabla_{x_i}=\nabla_i+\frac{m}{M_t}\nabla_R,\qquad \nabla_X=-\nabla_1-\nabla_2+\frac{M}{M_t}\nabla_R .
\end{equation}
In $\nabla_{x_1}^2/m+\nabla_{x_2}^2/m+\nabla_X^2/M$ the terms mixing $\nabla_R$ with $\nabla_i$ are $+(2/M_t)(\nabla_1+\nabla_2)\cdot\nabla_R$ from the electrons and the negative of this from the nucleus, so they cancel. The coefficient of $\nabla_R^2$ is $(m+m+M)/M_t^2=1/M_t$. What remains is $(\nabla_1^2+\nabla_2^2)/m+(\nabla_1+\nabla_2)^2/M$. With $\mathbf p_i=-i\hbar\nabla_i$ and $1/\mu=1/m+1/M$, the internal Hamiltonian is
\begin{equation}
H=\frac{p_1^2+p_2^2}{2\mu}+\frac{\mathbf p_1\cdot\mathbf p_2}{M}+\frac{e^2}{4\pi\epsilon_0}\Big(\frac1{r_{12}}-\frac1{r_1}-\frac1{r_2}\Big).
\end{equation}
The second term is the mass polarization. It is the cross term in the kinetic energy $(\mathbf p_1+\mathbf p_2)^2/2M$ of the recoiling nucleus.

Measure lengths in $a_\mu=a_0m/\mu$, and define $\kappa=\mu/M=m/(M+m)$, so that $\mu/m=1-\kappa$. Then $\hbar^2/(\mu a_\mu^2)=e^2/(4\pi\epsilon_0a_\mu)=(1-\kappa)E_h$, and $\hbar^2/(Ma_\mu^2)$ is $\kappa$ times this. Hence, with dimensionless coordinates from here on,
\begin{align}
H&=(1-\kappa)E_h\,[h_0+\kappa w],\qquad w=-\nabla_1\cdot\nabla_2,\label{scaled}\\
h_0&=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+V,\qquad V=\frac1{r_{12}}-\frac1{r_1}-\frac1{r_2}.\nonumber
\end{align}
The operator $h_0$ is the clamped-nucleus Hamiltonian; its ground energy is $\varepsilon_0$. The atom has one electron and no cross term. Since $\nabla^2e^{-r}=(1-2/r)e^{-r}$, its energy is $-(1-\kappa)E_h/2$. Therefore $a=-\tfrac12-\varepsilon_0$.

If $w$ is dropped, the mass enters through the unit of energy alone, $A=(1-\kappa)aE_h$. This is the normal mass shift. With $\kappa_H=5.4432058\times10^{-4}$ and $\kappa_D=2.7236951\times10^{-4}$, one has $\kappa_H-\kappa_D=2.7195107\times10^{-4}$ and $(\kappa_H-\kappa_D)E_h/h=1789.35$ GHz, so
\begin{equation}
(A_D-A_H)_{\rm est}/h=1789.35\ \text{GHz}\times0.02775=49.7\ \text{GHz}.
\end{equation}

Scaling does not fix the size of the neglected term. The inequality $(\mathbf p_1\mp\mathbf p_2)^2\ge0$ gives $|\langle w\rangle|\le\langle-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2\rangle$, and by the virial theorem the right side is $-\varepsilon_0=\tfrac12+a\approx0.53$, about nineteen times $a$. A rough picture is more useful. An inner electron has momentum near $1$ and an outer one, bound by $a$, has momentum near $\sqrt{2a}=0.24$. If $\gamma$ measures how far the two momenta are aligned, $\langle w\rangle\sim0.24\,\gamma$, and $|\gamma|\approx a/0.24\approx0.12$ is enough to make the neglected term as large as the one kept. A positive $\gamma$ of that size would double the estimate and a negative one would cancel it, so the estimate alone fixes neither the size nor the sign of the shift until $\langle w\rangle$ is computed.

\section{Solution within the model}

\subsection{Expansion in the mass ratio}

Write the eigenvalue of $h_0+\kappa w$ as $\varepsilon_0+\kappa\varepsilon_1+\kappa^2\varepsilon_2+\dots$ and the state as $|0\rangle+\kappa|1\rangle+\dots$ with $\langle0|1\rangle=0$. Order $\kappa$ of the eigenvalue equation reads $(h_0-\varepsilon_0)|1\rangle=(\varepsilon_1-w)|0\rangle$. Projection on $\langle0|$ gives $\varepsilon_1$; projection on another eigenstate $\langle n|$ of $h_0$, of energy $\eta_n$, gives $\langle n|1\rangle=-w_{n0}/(\eta_n-\varepsilon_0)$. Order $\kappa^2$ projected on $\langle0|$ gives $\varepsilon_2=\langle0|w|1\rangle$. Thus
\begin{equation}
\varepsilon_1=\langle w\rangle,\qquad \varepsilon_2=-\sum_{n\ne0}\frac{|w_{n0}|^2}{\eta_n-\varepsilon_0}.
\end{equation}
In a finite basis the sum runs over the eigenvectors of the matrix of $h_0$, which stand in for the continuum. For the clamped nucleus $\langle\mathbf p_1\cdot\mathbf p_2\rangle=\varepsilon_1\hbar^2/a_0^2$. Subtracting the ion from the atom,
\begin{align}
A/E_h&=(1-\kappa)\,[a-\kappa\varepsilon_1-\kappa^2\varepsilon_2]+O(\kappa^3)\label{aff}\\
&=a-\kappa(a+\varepsilon_1)+\kappa^2(\varepsilon_1-\varepsilon_2)+O(\kappa^3),\nonumber
\end{align}
and the difference of two isotopes is
\begin{equation}
\frac{A_D-A_H}{E_h}=(\kappa_H-\kappa_D)(a+\varepsilon_1)-(\kappa_H^2-\kappa_D^2)(\varepsilon_1-\varepsilon_2)+O(\kappa^3).\label{shift}
\end{equation}
The terms in $\varepsilon_1$ and $\varepsilon_2$ are the specific mass shift. For $M\to\infty$, $A\to aE_h$. For $M$ comparable with $m$ the series has no small parameter and $h_0+\kappa w$ must be diagonalized, while (\ref{scaled}) still holds.

\subsection{Functionals in Hylleraas coordinates}

The singlet $S$ ground state is a symmetric function $\psi(r_1,r_2,u)$ with $u=r_{12}$. With $\theta$ the angle between $\mathbf r_1$ and $\mathbf r_2$, the volume element is $8\pi^2r_1^2r_2^2\,dr_1dr_2\,d\cos\theta$, and $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ gives $|d\cos\theta|=u\,du/(r_1r_2)$. For $s=r_1+r_2$, $t=r_1-r_2$ one has $dr_1dr_2=\tfrac12ds\,dt$ and $r_1r_2=(s^2-t^2)/4$, so the element is $\pi^2u(s^2-t^2)\,ds\,dt\,du$ on $|t|\le u\le s$. All integrands are even in $t$; the region $0\le t\le u\le s$ suffices, and constant factors cancel in averages. The weight is $g=u(s^2-t^2)=4r_1r_2u$.

Let $\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u$, and let subscripts denote partial derivatives. Then $\nabla_1\psi=\psi_1\hat{\mathbf r}_1+\psi_u\hat{\mathbf u}$ and $\nabla_2\psi=\psi_2\hat{\mathbf r}_2-\psi_u\hat{\mathbf u}$. Squaring $\mathbf r_2=\mathbf r_1-u\hat{\mathbf u}$ and $\mathbf r_1=\mathbf r_2+u\hat{\mathbf u}$, and using $r_1^2-r_2^2=st$,
\begin{equation}
c_1=\hat{\mathbf r}_1\cdot\hat{\mathbf u}=\frac{u^2+st}{2r_1u},\qquad c_2=-\hat{\mathbf r}_2\cdot\hat{\mathbf u}=\frac{u^2-st}{2r_2u}.
\end{equation}
Integration by parts turns $\langle w\rangle$ into the average of $\nabla_1\psi\cdot\nabla_2\psi$ and the kinetic energy into that of half the squared gradients:
\begin{align}
\tfrac12(|\nabla_1\psi|^2+|\nabla_2\psi|^2)&=\tfrac12(\psi_1^2+\psi_2^2)+\psi_u^2+\psi_u(c_1\psi_1+c_2\psi_2),\\
\nabla_1\psi\cdot\nabla_2\psi&=\psi_1\psi_2\cos\theta-\psi_u^2-\psi_u(c_1\psi_1+c_2\psi_2).\label{dot}
\end{align}
Now $\psi_1=\psi_s+\psi_t$ and $\psi_2=\psi_s-\psi_t$, so $\tfrac12(\psi_1^2+\psi_2^2)=\psi_s^2+\psi_t^2$ and $\psi_1\psi_2=\psi_s^2-\psi_t^2$. From $2r_1=s+t$, $2r_2=s-t$ follow $gc_1=(s-t)(u^2+st)$ and $gc_2=(s+t)(u^2-st)$. Their sum is $2su^2-2st^2$ and their difference is $2s^2t-2tu^2$. Also $r_1^2+r_2^2=(s^2+t^2)/2$, so $g\cos\theta=2u(r_1^2+r_2^2-u^2)=u(s^2+t^2-2u^2)$, and $g(1/r_1+1/r_2)=gs/(r_1r_2)=4su$. Collecting,
\begin{align}
C&=2s(u^2-t^2)\psi_s\psi_u+2t(s^2-u^2)\psi_t\psi_u,\nonumber\\
N&=\int g\psi^2,\qquad V[\psi]=\int(s^2-t^2-4su)\psi^2,\nonumber\\
T&=\int\big[g(\psi_s^2+\psi_t^2+\psi_u^2)+C\big],\nonumber\\
W&=\int\big[u(s^2+t^2-2u^2)(\psi_s^2-\psi_t^2)-g\psi_u^2-C\big].\label{W}
\end{align}
Matrix elements between $f$ and $f'$ follow by replacing each product $\psi_\alpha\psi_\beta$ with $\tfrac12(f_\alpha f'_\beta+f_\beta f'_\alpha)$. For the basis $s^it^{2j}u^le^{-s}$ every element is a sum of integrals done in the order $t$, $u$, $s$, which supply $1/(b+1)$, $1/(b+c+2)$ and a factorial:
\begin{equation}
J_{abc}=\int s^at^bu^ce^{-2s}=\frac{(a+b+c+2)!}{(b+1)(b+c+2)\,2^{a+b+c+3}} .
\end{equation}
Replacing $s,t,u$ by $ks,kt,ku$ multiplies $T/N$ and $W/N$ (two derivatives) by $k^2$ and $V/N$ by $k$. The energy is the lowest root of $(k^2T+kV)\mathbf b=\varepsilon N\mathbf b$, minimized over $k$, and $\varepsilon_1=k^2\,\mathbf b^{T}W\mathbf b/\mathbf b^{T}N\mathbf b$.

\subsection{Angular correlation and the sign}

If $\psi$ does not depend on $u$, (\ref{dot}) reduces to $\psi_1\psi_2\cos\theta$ with $\psi_1\psi_2$ independent of $\theta$, and the angular average vanishes. Radial correlation, such as a $t^2$ term, gives no first-order specific shift; dependence on the angle is needed.

The sign follows from a model. Take $\psi=\Phi+\chi$ with $\Phi=\phi(r_1)\phi(r_2)$, $\phi$ real and normalized, and $\chi=-c\,(\mathbf r_1\cdot\mathbf r_2)\Phi$, to first order in $c$. For $c>0$ the electrons prefer opposite sides. With $\langle x_ix_j\rangle=\delta_{ij}\langle r^2\rangle/3$, one finds $\langle\mathbf r_1\cdot\mathbf r_2\rangle=-2c\sum_{ij}\langle x_ix_j\rangle^2=-\tfrac23c\langle r^2\rangle^2$. For $w$ one needs $\int x_i\phi\,\partial_j\phi=\tfrac12\int x_i\partial_j\phi^2=-\tfrac12\delta_{ij}$ and $\int\phi\,\partial_j(x_i\phi)=\delta_{ij}-\tfrac12\delta_{ij}=\tfrac12\delta_{ij}$. Then $\int\nabla_1\Phi\cdot\nabla_2\chi=-c\cdot3\cdot(-\tfrac12)(\tfrac12)=\tfrac34c$, the mirror term $\int\nabla_1\chi\cdot\nabla_2\Phi$ is equal, and $\langle w\rangle=\tfrac32c$. In this model a preference for opposite sides ($c>0$) goes with a positive average of $\mathbf p_1\cdot\mathbf p_2$, taken over all positions: the momenta tend to be parallel. The nucleus then recoils more, the ion is raised, and by (\ref{aff}) the affinity falls. The largest basis below has the same signs, with $\langle\mathbf r_1\cdot\mathbf r_2\rangle=-0.687\,a_0^2$.

\subsection{One and three terms}

For $f_1=e^{-s}$, $f_2=ue^{-s}$, $f_3=t^2e^{-s}$, two elements show the method. $W_{11}=J_{201}+J_{021}-2J_{003}=\tfrac58+\tfrac18-\tfrac68=0$, as the angular argument requires. For $W_{12}$, $f_{1s}f_{2s}=ue^{-2s}$ and $f_{1s}f_{2u}=-e^{-2s}$, while $f_{1u}$ and the $t$ derivatives vanish. The integrand is $[u^2(s^2+t^2-2u^2)+s(u^2-t^2)]e^{-2s}$, so
\begin{equation}
W_{12}=J_{202}+J_{022}-2J_{004}+J_{102}-J_{120}=\frac{45+10-60+15-5}{32}=\frac5{32}.
\end{equation}
The others follow in the same way. In the order $11,12,13,22,23,33$:
\begin{align}
N&:\ \tfrac12,\ \tfrac{35}{32},\ \tfrac34,\ 3,\ \tfrac{77}{32},\ \tfrac92 &
T&:\ \tfrac12,\ \tfrac{25}{32},\ \tfrac34,\ 2,\ \tfrac{73}{32},\ \tfrac{15}2\nonumber\\
V&:\ -\tfrac{11}{16},\ -\tfrac{11}8,\ -\tfrac{39}{32},\ -\tfrac{109}{32},\ -\tfrac{29}8,\ -\tfrac{249}{32} &
W&:\ 0,\ \tfrac5{32},\ 0,\ \tfrac14,\ -\tfrac3{32},\ 0\nonumber
\end{align}
With $f_1$ alone the energy is $k^2-\tfrac{11}8k$, minimal at $k=\tfrac{11}{16}$ with value $-0.47266$. This lies above $-\tfrac12$: the function does not bind the ion, and it has $\varepsilon_1=0$. With three terms, $\psi=e^{-ks}(1+b_1ku+b_2k^2t^2)$, the minimum is at $k=0.76885$, $b_1=0.41362$, $b_2=0.21098$, with energy $-0.525310$. Then
\begin{align}
\mathbf b^TW\mathbf b&=\tfrac5{16}b_1+\tfrac14b_1^2-\tfrac3{16}b_1b_2=0.12926+0.04277-0.01636=0.15567,\nonumber\\
\mathbf b^TN\mathbf b&=\tfrac12+\tfrac{35}{16}b_1+\tfrac32b_2+3b_1^2+\tfrac{77}{16}b_1b_2+\tfrac92b_2^2=2.85478,\nonumber
\end{align}
and $\varepsilon_1=0.59113\times0.15567/2.85478=0.03223$.

\subsection{Large expansions}

Take all $s^it^{2j}u^le^{-ks}$ with $i+2j+l\le\Omega$. High powers are nearly linearly dependent, so the same space is spanned with better-conditioned functions. The perimetric coordinates $x=r_2+u-r_1$, $y=r_1+u-r_2$, $z=r_1+r_2-u$ each run from $0$ to $\infty$, because the triangle inequalities are $x,y,z\ge0$. They are linear in $s,t,u$, so polynomials of degree $\le\Omega$ map onto polynomials of degree $\le\Omega$, and exchange of the electrons swaps $x$ and $y$. Since $s=(x+y)/2+z$, $e^{-2ks}=e^{-kx-ky-2kz}$. The basis is $[L_l(kx)L_m(ky)+L_m(kx)L_l(ky)]L_n(2kz)e^{-ks}$ with Laguerre polynomials, $l\le m$ and $l+m+n\le\Omega$. The integrands are polynomials of degree at most $2\Omega+3$ times the exponential, so a 19-point Gauss-Laguerre rule per variable, exact to degree 37, integrates them without quadrature error up to $\Omega=16$.

A second expression for $\varepsilon_1$, equal to the first in an eigenstate, gives a one-way test: if the two differ, the trial function is not an eigenstate, but a small difference does not prove that it is close to one. Let $G=\mathbf r_1\cdot\nabla_2+\mathbf r_2\cdot\nabla_1$. From $[\nabla_1^2,x_{1j}]=2\partial_{1j}$ follows $[-\tfrac12\nabla_1^2,\mathbf r_1\cdot\nabla_2]=-\nabla_1\cdot\nabla_2=w$, while $\nabla_2^2$ commutes with $\mathbf r_1\cdot\nabla_2$; the other half of $G$ gives $w$ again. Further $[V,G]=-(\mathbf r_1\cdot\nabla_2V+\mathbf r_2\cdot\nabla_1V)$, with $\nabla_1V=\mathbf r_1/r_1^3-\hat{\mathbf u}/u^2$ and $\nabla_2V=\mathbf r_2/r_2^3+\hat{\mathbf u}/u^2$. The $\hat{\mathbf u}$ terms add to $(\mathbf r_1-\mathbf r_2)\cdot\hat{\mathbf u}/u^2=1/u$. In an eigenstate $\langle[h_0,G]\rangle=0$, because $h_0$ acting to either side gives $\varepsilon_0$. Hence $\varepsilon_1=\tilde\varepsilon_1$ for an eigenstate, where
\begin{equation}
\tilde\varepsilon_1=\tfrac12\big\langle 1/r_{12}\big\rangle+\tfrac12\big\langle\mathbf r_1\cdot\mathbf r_2\,(r_1^{-3}+r_2^{-3})\big\rangle .
\end{equation}
With $k$ optimized for each $\Omega$, the results are:

\begin{center}
\begin{tabular}{rrccc}
$\Omega$ & terms & $\varepsilon_0$ & $\varepsilon_1$ & $\tilde\varepsilon_1$\\
0 & 1 & $-0.472656250$ & 0 & 0.2148438\\
2 & 7 & $-0.526593988$ & 0.0356429 & 0.0276832\\
4 & 22 & $-0.527669735$ & 0.0331276 & 0.0312972\\
8 & 95 & $-0.527750064$ & 0.0328830 & 0.0329825\\
12 & 252 & $-0.527750986$ & 0.0328799 & 0.0328914\\
14 & 372 & $-0.527751009$ & 0.0328798 & 0.0328837\\
16 & 525 & $-0.527751014$ & 0.0328798 & 0.0328812
\end{tabular}
\end{center}

At $\Omega=16$, $\tilde\varepsilon_1=\tfrac12(0.3110215-0.2452591)=0.0328812$, which differs from $\varepsilon_1$ by $1.4\times10^{-6}$. Thus $a=0.0277510$ (a variational lower bound that still rises by $5\times10^{-9}$ from $\Omega=14$ to $16$) and $\varepsilon_1=0.03288$, and with $(\hbar/a_0)^2=3.971459\times10^{-48}$ kg$^2$m$^2$s$^{-2}$,
\begin{equation}
\langle\mathbf p_1\cdot\mathbf p_2\rangle=1.3058\times10^{-49}\ \text{kg}^2\,\text{m}^2\,\text{s}^{-2}.
\end{equation}
The sum over states in this basis gives $\varepsilon_2=-0.0598$; its convergence with $\Omega$ was not studied.

The three-term $\varepsilon_1$ is 2.0\% below the $\Omega=16$ value, whereas the seven-term one, from a space that contains the three terms and gives a lower energy, is 8.4\% above it. The variational principle allows this: an error $\delta\psi$ changes the energy at second order, because $(h_0-\varepsilon_0)\psi=0$ removes the linear term, but it changes $\langle w\rangle$ at first order and with either sign. The three-term function has $\tilde\varepsilon_1=0.0406$, 26\% above its own $\varepsilon_1$, so its good $\varepsilon_1$ does not come from a good wave function. From $\Omega=4$ on, $\tilde\varepsilon_1$ converges more slowly than $\varepsilon_1$.

\subsection{Affinities and shift}

By (\ref{aff}), $A$ is $aE_h$ plus the normal part $-\kappa aE_h$ and the specific parts $-\kappa(1-\kappa)\varepsilon_1E_h$ and $-\kappa^2(1-\kappa)\varepsilon_2E_h$. With $aE_h/h=182\,592.9$ GHz,
\begin{align}
A_H/h&=182\,592.9-99.389-117.693+0.117=182\,375.9\ \text{GHz},\nonumber\\
A_D/h&=182\,592.9-49.733-58.908+0.029=182\,484.3\ \text{GHz},\nonumber
\end{align}
which are $6083.41$ and $6087.02$ cm$^{-1}$, or thresholds at $1643.82$ and $1642.84$ nm. Mass polarization lowers the affinity by $117.6$ GHz in H$^-$ and $58.9$ GHz in D$^-$. In (\ref{shift}), $a+\varepsilon_1=0.0606308$, $\varepsilon_1-\varepsilon_2=0.09268$ and $(\kappa_H^2-\kappa_D^2)E_h/h=2.22100\times10^{-7}\times6\,579\,683.9=1.4613$ GHz, so
\begin{equation}
\frac{A_D-A_H}{h}=1789.35\times0.0606308-1.4613\times0.09268=108.490-0.135=108.355\ \text{GHz}.
\end{equation}
This is $3.614$ cm$^{-1}$; the D$^-$ threshold lies $0.976$ nm to the short-wavelength side. The numerical check printed below asserts, among other tests, that direct diagonalization of $h_0+\kappa w$ reproduces (\ref{aff}) within $10^{-10}E_h$ for both isotopes, and that the monomial and perimetric routes agree at $\Omega=4$.

\section{Comparison and limits}

The estimate is the normal part of the result, $49.656$ GHz, which is 46\% of the total. The specific part, $58.785-0.087=58.698$ GHz, is the other 54\%, and it has the same sign because $\varepsilon_1>0$. In the total energy of the ion the ratio of specific to normal shift is $\varepsilon_1/|\varepsilon_0|=0.062$ at order $\kappa$. In the affinity the normal shifts of ion and atom, $\kappa|\varepsilon_0|$ and $\kappa/2$, cancel down to $\kappa a$, while the specific shift has no partner in the atom, so the ratio becomes $\varepsilon_1/a=1.18$. In the rough picture this is $\gamma\approx0.14$.

The three-term function gives $102.96$ GHz at order $\kappa$, 5.1\% below $108.49$ GHz. Of the deficit, $1789.35\times(0.027751-0.025310)=4.37$ GHz comes from its affinity and $1.16$ GHz from its $\varepsilon_1$. Rounding $\varepsilon_1$ to $0.0329$ raises the shift by $0.036$ GHz, or 0.03\% of it. The mismatch $\tilde\varepsilon_1-\varepsilon_1$ at $\Omega=16$ corresponds to $0.003$ GHz, and a 1\% error in $\varepsilon_2$ to $0.001$ GHz.

The largest computed correction from outside the model concerns the definition of the threshold. The singlet $S$ ion has no spin density and no first-order hyperfine structure, but the atom has. An electron moment $\boldsymbol\mu_e$ spread over the density $\rho(r)$ carries the current $\mathbf J=\nabla\rho\times\boldsymbol\mu_e=\rho'\,\hat{\mathbf r}\times\boldsymbol\mu_e$. The Biot-Savart field at the nucleus is $(\mu_0/4\pi)\int\mathbf J\times(-\hat{\mathbf r})\,r^{-2}d^3r$. Here $(\hat{\mathbf r}\times\boldsymbol\mu_e)\times(-\hat{\mathbf r})=\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu_e)-\boldsymbol\mu_e$ averages to $-\tfrac23\boldsymbol\mu_e$, and $\int\rho'dr=-\rho(0)$, so $\mathbf B=\tfrac23\mu_0\rho(0)\boldsymbol\mu_e$. With $\boldsymbol\mu_e=-|g_e|\mu_B\mathbf S$, nuclear moment $(\mu_I/I)\mathbf I$ and $\rho(0)=1/(\pi a_\mu^3)$, the energy $-(\mu_I/I)\mathbf I\cdot\mathbf B$ is
\begin{equation}
A_{\rm hf}\,\mathbf I\cdot\mathbf S,\qquad A_{\rm hf}=\frac{2\mu_0}{3}\,\frac{|g_e|\mu_B\,\mu_I}{I\,\pi a_\mu^3}.
\end{equation}
The operator $\mathbf I\cdot\mathbf S=\tfrac12[F(F+1)-I(I+1)-\tfrac34]$ is traceless, so the results above refer to the degeneracy-weighted centroid. For $F=I-\tfrac12$, $F(F+1)=I^2-\tfrac14$ and the level lies at $-A_{\rm hf}(I+1)/2$. The Fermi term gives $A_{\rm hf}/h=1.4205$ GHz for H ($I=\tfrac12$) and $0.2182$ GHz for D ($I=1$), so the lowest levels lie at $-1.0654$ and $-0.2182$ GHz. The lowest thresholds differ by $108.355+1.065-0.218=109.202$ GHz, or $3.643$ cm$^{-1}$.

Relativistic corrections were not computed. Their scale in each affinity is $\alpha^2E_h/h=350$ GHz times an unknown coefficient, so the absolute thresholds above are model values whose last digits do not describe the real ions. That part is common to both isotopes at $\kappa=0$; the mass-dependent part has the scale $\alpha^2(\kappa_H-\kappa_D)E_h/h=0.095$ GHz in the shift, again times an unknown coefficient. A nucleus with normalized charge density $n$ and rms radius $r_d$ changes the potential energy by $\delta U$ with $\nabla^2\delta U=(e^2/\epsilon_0)(n-\delta^3)$, so $\int\delta U\,d^3r=\int(r^2/6)\nabla^2\delta U\,d^3r=e^2r_d^2/6\epsilon_0$. Multiplying by $1/(\pi a_0^3)$ gives the $1s$ shift $\tfrac23(r_d/a_0)^2E_h$, which is $0.007$ GHz for $r_d=2.128\times10^{-15}$ m. The affinity feels this through the difference between ion and atom in electron density at the nucleus, which was not computed. For an ion at rest the photon must also supply the centre-of-mass energy $A^2/(2M_tc^2)$, which is $7.3\times10^{-5}$ GHz (H) and $3.7\times10^{-5}$ GHz (D). As statements about the real ions, the shifts are therefore best given as $108.4$ GHz between centroids and $109.2$ GHz between lowest thresholds, subject to the mass-dependent relativistic and radiative corrections and the nuclear-size correction, none of which was computed for the affinities.

\section*{Table of computed values}
\begin{verbatim}
Eh/h = 6579683.920 GHz; (hbar/a0)^2 = 3.971459e-48 kg^2 m^2/s^2
three-term basis 1,u,t^2 at k=1, elements 11 12 13 22 23 33 (dimensionless):
  N 1/2 35/32 3/4 3 77/32 9/2
  T 1/2 25/32 3/4 2 73/32 15/2
  V -11/16 -11/8 -39/32 -109/32 -29/8 -249/32
  W 0 5/32 0 1/4 -3/32 0
three-term: k = 0.76885 1/a0, b1 = 0.41362, b2 = 0.21098, e0 = -0.525310 Eh
three-term: e1 = 0.032233, commutator value = 0.040620 (hbar/a0)^2
Omega terms k[1/a0] e0[Eh] e1[(hbar/a0)^2] commutator value[(hbar/a0)^2]
   0   1 0.6875 -0.4726562500 -0.00000000 0.21484375
   2   7 0.6817 -0.5265939875 0.03564292 0.02768321
   4  22 0.6464 -0.5276697351 0.03312762 0.03129716
   8  95 0.7017 -0.5277500643 0.03288301 0.03298248
  12 252 0.7915 -0.5277509860 0.03287988 0.03289136
  14 372 0.8349 -0.5277510091 0.03287980 0.03288372
  16 525 0.8772 -0.5277510144 0.03287979 0.03288121
<1/r12> = 0.3110215 1/a0; <r1.r2(r1^-3+r2^-3)> = -0.2452591 1/a0; <r1.r2> = -0.68731 a0^2
a = 0.027751014 Eh; e2 = -0.059799 Eh; A(inf)/h = 182592.90 GHz
<p1.p2> = 1.30581e-49 kg^2 m^2/s^2
H: M/m = 1836.15267, kappa = 5.4432058e-04
H: normal -99.389, specific 1st -117.693, specific 2nd 0.1165 GHz
H: A/h = 182375.94 GHz = 6083.406 cm^-1; threshold 1643.8159 nm
H: A_hf/h = 1.4205 GHz, lowest level -1.0654 GHz from centroid
H: photon recoil 7.32e-05 GHz
D: M/m = 3670.48297, kappa = 2.7236951e-04
D: normal -49.733, specific 1st -58.908, specific 2nd 0.0292 GHz
D: A/h = 182484.29 GHz = 6087.021 cm^-1; threshold 1642.8398 nm
D: A_hf/h = 0.2182 GHz, lowest level -0.2182 GHz from centroid
D: photon recoil 3.67e-05 GHz
kH-kD = 2.7195107e-04; kH^2-kD^2 = 2.22100e-07
shift parts: normal 49.656, specific 1st 58.785, 2nd -0.0873 GHz
shift series: order kappa 108.490, order kappa^2 -0.1354 GHz
(A_D-A_H)/h = 108.355 GHz = 3.6143 cm^-1; lambda_D-lambda_H = -0.9761 nm
specific share of the shift = 0.5417
change if e1 is rounded to 0.0329: 0.0362 GHz
three-term first-order shift = 102.964 GHz
lowest hyperfine thresholds: shift = 109.202 GHz = 3.6426 cm^-1
scales: alpha^2 Eh/h = 350.4 GHz, times (kH-kD) = 0.095 GHz
scale: r_d = 2.1278e-15 m, 1s size shift of D = 0.0071 GHz
\end{verbatim}
